# Two-band and triangular-barrier tunnelling across a gap in uniform field

An electron tunnels from the valence edge to the conduction edge of a semiconductor in a uniform field. The crossing can be modelled as a triangular barrier in a single band, or as a gap whose two edges both shape the decaying wave. This problem compares the two exponents and applies them to a metal contact.

Let $E_g$ be the gap, $e>0$ the elementary charge and $F>0$ the field magnitude. The conduction edge $E_c(x)$ and the valence edge both fall with slope $-eF$. At fixed total energy $E$, define the depth below the conduction edge,

$$\varepsilon(x)=E_c(x)-E=E_g-eFx .$$

The electron is at the valence edge at $x=0$, where $\varepsilon=E_g$, and at the conduction edge at $x=L=E_g/(eF)$, where $\varepsilon=0$. In a slowly varying potential the leading WKB wave is $\exp(i\int k\,dx)$, with $k$ the local wavevector at energy $E$. In the gap $k=i\kappa$, so the amplitude falls by $e^{-S}$ and the probability by $e^{-2S}$, where

$$S=\int_0^L\kappa\,dx .$$

Here $S$ is called the action and $2S$ the exponent. Prefactors from matching to a metal are not included. The transverse wavevector is zero until part (e).

## (a) The decay constant in a symmetric gap

**Take the two-band Hamiltonian $H=\hbar vk\,\sigma_x+\Delta\sigma_z$, with $\Delta=E_g/2$ and energy $\mathcal E$ measured from midgap. Express $v$ through the band-edge mass $m$, and find $\kappa(\varepsilon)$.**

Since $\sigma_x$ and $\sigma_z$ anticommute and each squares to one, the cross terms in $H^2$ cancel:

$$H^2=\hbar^2v^2k^2+\Delta^2,\qquad \mathcal E=\pm\sqrt{\Delta^2+\hbar^2v^2k^2}.$$

For small $k$ the upper band is

$$\mathcal E\simeq\Delta+\frac{\hbar^2v^2k^2}{2\Delta}.$$

Comparison with $\Delta+\hbar^2k^2/2m$ gives $v^2/\Delta=1/m$, so

$$mv^2=\Delta,\qquad v^2=\frac{E_g}{2m}.$$

The lower band is the mirror image, so its hole mass is also $m$. This is the sense in which the gap is symmetric.

Inside the gap, $k^2=-\kappa^2$ and therefore $\hbar^2v^2\kappa^2=\Delta^2-\mathcal E^2$. A state at depth $\varepsilon$ has $\mathcal E=\Delta-\varepsilon$, so

$$\Delta^2-(\Delta-\varepsilon)^2=2\Delta\varepsilon-\varepsilon^2=\varepsilon(E_g-\varepsilon).$$

Division by $\hbar^2v^2=\hbar^2E_g/2m$ gives

$$\boxed{\kappa_2(\varepsilon)=\frac{\sqrt{2m}}{\hbar}\sqrt{\varepsilon\left(1-\frac{\varepsilon}{E_g}\right)}}$$

For $\varepsilon\ll E_g$ this becomes the single-band law $\kappa_1=\sqrt{2m\varepsilon}/\hbar$. Deeper in the gap the valence band matters, and $\kappa_2$ returns to zero at $\varepsilon=E_g$, where a propagating valence state exists. The product $\varepsilon(E_g-\varepsilon)$ is largest at midgap, where

$$\kappa_{2,\max}=\frac{\sqrt{2m}}{\hbar}\,\frac{\sqrt{E_g}}{2}.$$

This is half of $\kappa_1(E_g)=\sqrt{2mE_g}/\hbar$, the largest decay constant in the triangle.

## (b) The single-band triangle

**Find the action $S_1$ of a triangular barrier of height $E_g$, with the same mass $m$ and field $F$.**

From $\varepsilon=E_g-eFx$ we have $dx=-d\varepsilon/(eF)$. As $x$ runs from $0$ to $L$, $\varepsilon$ runs from $E_g$ to $0$. Reversing the limits removes the minus sign:

$$S_1=\frac{1}{eF}\int_0^{E_g}\kappa_1\,d\varepsilon
=\frac{\sqrt{2m}}{\hbar eF}\int_0^{E_g}\varepsilon^{1/2}d\varepsilon .$$

The integral is $\tfrac23E_g^{3/2}$, hence

$$S_1=\frac23\,\frac{\sqrt{2m}\,E_g^{3/2}}{\hbar eF}.$$

This exponent can be compared with the Airy-function solution for a triangular barrier of height 0.73 eV and mass $0.040\,m_0$, where $m_0$ is the free-electron mass. For an incident kinetic energy of 0.73 eV, the slope of $-\ln T$ against $1/F$ between 0.20 and 0.25 MV/cm is 1.00004 times the WKB slope. Here $T$ is the full transmission probability. A field-independent prefactor does not affect this slope.

## (c) The two-band action

**Find $S_2$ for the symmetric gap, and show that $S_2/S_1=3\pi/16$.**

The change of variable in (b) depends only on the uniform field, so it holds here too:

$$S_2=\frac{\sqrt{2m}}{\hbar eF}\int_0^{E_g}
\sqrt{\varepsilon\left(1-\frac{\varepsilon}{E_g}\right)}\,d\varepsilon .$$

Set $\varepsilon=\tfrac12E_g(1-\cos\theta)$, with $0\le\theta\le\pi$. Then

$$\varepsilon\left(1-\frac{\varepsilon}{E_g}\right)
=\frac{E_g}{4}(1-\cos\theta)(1+\cos\theta)
=\frac{E_g}{4}\sin^2\theta,$$

and $d\varepsilon=\tfrac12E_g\sin\theta\,d\theta$. Because $\sin\theta\ge0$ on this interval, the square root is $\tfrac12\sqrt{E_g}\sin\theta$. The integral becomes

$$\frac{E_g^{3/2}}4\int_0^\pi\sin^2\theta\,d\theta
=\frac{E_g^{3/2}}4\cdot\frac{\pi}{2}
=\frac{\pi}{8}E_g^{3/2}.$$

Therefore

$$S_2=\frac{\pi}{8}\,\frac{\sqrt{2m}\,E_g^{3/2}}{\hbar eF},
\qquad
\boxed{\frac{S_2}{S_1}=\frac{\pi/8}{2/3}=\frac{3\pi}{16}\approx0.589}$$

The gap, mass and field cancel, provided they are the same in both models. The path length is also the same. The reduction comes from the local factor $\kappa_2/\kappa_1=\sqrt{1-\varepsilon/E_g}$, which is smallest near the valence edge.

The mass convention matters. If the triangle is given the reduced electron-hole mass $m/2$ while the two-band edge mass stays $m$, $S_1$ falls by $\sqrt2$. The ratio then becomes $\sqrt2\,(3\pi/16)\approx0.833$.

## (d) Partial barriers and a different field profile

**First let the electron start at depth $\phi=uE_g$, with $0<u\le1$, in the same uniform field. Then return to the full gap, but let the barrier be the parabola of a uniformly doped depletion layer. How does the ratio change?**

For the partial barrier, the upper limit of both energy integrals is $\phi$. The substitution in (c) now ends at $\theta_u=\arccos(1-2u)$. Using $\sin^2\theta=(1-\cos2\theta)/2$,

$$\frac14\int_0^{\theta_u}\sin^2\theta\,d\theta
=\frac{\theta_u}{8}-\frac{\sin2\theta_u}{16}
=\frac{\theta_u-\sin\theta_u\cos\theta_u}{8}\equiv g(u).$$

Thus

$$S_2(\phi)=g(u)\frac{\sqrt{2m}E_g^{3/2}}{\hbar eF},\qquad
\frac{S_2(\phi)}{S_1(\phi)}=\frac{g(u)}{\frac23u^{3/2}} .$$

For a shallow barrier, use $g(u)=\int_0^u\sqrt{s(1-s)}\,ds$ and expand $\sqrt{1-s}\simeq1-s/2$:

$$g(u)\simeq\frac23u^{3/2}-\frac15u^{5/2},\qquad
\frac{S_2}{S_1}\simeq1-\frac{3u}{10}.$$

A low barrier therefore recovers the single-band result. At $u=1$, $\theta_u=\pi$ and the ratio is $3\pi/16$.

For the depletion layer of width $W$, take the electron energy level with the conduction edge at $x=W$, where the field vanishes:

$$\varepsilon(x)=E_g(1-x/W)^2 .$$

With $s=1-x/W$, $dx=-W\,ds$, and the reversed limits again absorb the sign. The two actions are

$$S_1=\frac{\sqrt{2mE_g}}{\hbar}W\int_0^1s\,ds
=\frac{\sqrt{2mE_g}}{\hbar}\frac W2,$$

$$S_2=\frac{\sqrt{2mE_g}}{\hbar}W\int_0^1s\sqrt{1-s^2}\,ds
=\frac{\sqrt{2mE_g}}{\hbar}\frac W3 .$$

The last integral follows from $y=1-s^2$, which turns it into $\tfrac12\int_0^1\sqrt y\,dy=\tfrac13$. The ratio is now $2/3$. The parabola spends more of its length near the conduction edge, where the two models agree, so the reduction is weaker. The value $3\pi/16$ belongs to the uniform field.

## (e) The exponent without WKB, and transverse motion

**Solve the two-band problem in an unbounded uniform field in the $k$ representation. Find the interband probability, and then include a transverse wavevector $k_\perp$.**

The potential energy is $-eFx$, and in the $k$ representation $x=i\,d/dk$. The stationary equation for the two-component wave $\varphi(k)$ is

$$\left(\hbar vk\sigma_x+\Delta\sigma_z-ieF\frac{d}{dk}\right)\varphi=E\varphi .$$

Write $\varphi=e^{iEk/(eF)}\chi$. The derivative of the phase contributes $+E\varphi$, which cancels the right-hand side and leaves

$$ieF\frac{d\chi}{dk}=(\hbar vk\sigma_x+\Delta\sigma_z)\chi .$$

Introduce $q=\hbar vk/\Delta$ and $\beta=\Delta^2/(\hbar veF)$. In the eigenbasis of $\sigma_x$, with components $a$ and $b$,

$$ia'=\beta(qa+b),\qquad ib'=\beta(a-qb),$$

where a prime means $d/dq$. At $q\to-\infty$, a wave in $a$ belongs to the lower band. At $q\to+\infty$, it belongs to the upper band. The probability that it stays in $a$ is therefore the interband probability $P$.

For large $|q|$, the solution carried mainly by $a$ varies as $e^{-i\beta q^2/2}$. For this solution $ib'\simeq\beta qb$, so the second equation gives $b\simeq a/(2q)$. Substitution in the first gives

$$ia'\simeq\beta\left(q+\frac1{2q}\right)a,\qquad
a\simeq C\,e^{-i\beta q^2/2}q^{-i\beta/2}.$$

The coefficients of the differential equations have no singularity at finite $q$, so the solution can be continued from negative to positive $q$ along a large arc, $q=Re^{i\vartheta}$. Take the upper half-plane, with $\vartheta$ falling from $\pi$ to $0$. The magnitude of the quadratic exponential is

$$\left|e^{-i\beta q^2/2}\right|=\exp\left(\tfrac12\beta R^2\sin2\vartheta\right).$$

For $\pi/2<\vartheta<\pi$ the chosen solution is the decaying one, which fixes it uniquely. For $0<\vartheta<\pi/2$ it is the growing one. Any admixture of the other solution is then subdominant and cannot change its coefficient. On reaching the positive axis, the other solution may be present, but its $a$ component vanishes as $1/q$. The change in $|a|$ thus comes from the power:

$$\left|\frac{a(+\infty)}{a(-\infty)}\right|
=\left|e^{(-i\beta/2)\,i(0-\pi)}\right|=e^{-\pi\beta/2}.$$

Squaring gives the Landau–Zener probability,

$$P=e^{-\pi\beta}=\exp\left(-\frac{\pi\Delta^2}{\hbar veF}\right).$$

To compare with (c), insert $\Delta=E_g/2$ and $v=\sqrt{E_g/2m}$:

$$\frac{\pi\Delta^2}{\hbar veF}
=\frac{\pi E_g^2}{4\hbar eF}\sqrt{\frac{2m}{E_g}}
=\frac{\pi}{4}\frac{\sqrt{2m}E_g^{3/2}}{\hbar eF}=2S_2 .$$

In this model, with an unbounded uniform field, $P=e^{-2S_2}$ holds without the WKB approximation. A metal boundary lies outside that statement.

A transverse wavevector adds $\hbar vk_\perp\sigma_y$. A rotation about $\sigma_x$ combines the $\sigma_y$ and $\sigma_z$ terms into one term of size $\sqrt{\Delta^2+\hbar^2v^2k_\perp^2}$. The derivation is otherwise unchanged. With $E_\perp=\hbar^2k_\perp^2/2m$ and $v^2=\Delta/m$,

$$\frac{2S_2(k_\perp)}{2S_2(0)}
=1+\frac{\hbar^2v^2k_\perp^2}{\Delta^2}
=1+\frac{\hbar^2k_\perp^2}{m\Delta}
=1+\frac{4E_\perp}{E_g}.$$

Transverse motion widens the effective gap and suppresses tunnelling.

## (f) A metal contact to n-type GaSb

**The Fermi level at a metal contact to GaSb is pinned near the valence edge, so electrons entering n-type material face almost the whole gap. An undoped spacer between the metal and a donor sheet makes the field nearly uniform. Use the rough values $E_g=0.73$ eV, $m=0.040\,m_0$ and relative permittivity 15.7, with $F=0.5$ MV/cm. Evaluate both exponents.**

The field gives $eF=0.05$ eV/nm, so

$$L=\frac{0.73}{0.05}=14.6\ \text{nm}.$$

The band parameter is $\hbar v=0.8339$ eV nm. Since $\hbar^2v^2=E_g\hbar^2/2m$,

$$\frac{\hbar}{\sqrt{2m}}=\frac{0.8339}{\sqrt{0.73}}
=0.976\ \text{eV}^{1/2}\,\text{nm}.$$

The common factor is

$$\frac{\sqrt{2m}E_g^{3/2}}{\hbar eF}
=\frac{0.73^{3/2}}{0.976\times0.05}=12.78 .$$

The exponents are then

$$2S_1=\tfrac43(12.78)=17.04,\qquad
2S_2=\tfrac{\pi}{4}(12.78)=10.04 .$$

The exponential factors are $4.0\times10^{-8}$ and $4.4\times10^{-5}$. At the same gap, edge mass and field, the two-band factor is about 1100 times larger. This is a ratio of exponential factors, and the ratio of contact currents also contains prefactors.

Numerical integration of the $k$ equation at 0.5 MV/cm gives $-\ln P=10.038$, against $2S_2=10.039$. With $E_\perp=0.030$ eV it gives 11.686, against 11.689 from (e). The transverse energy that lowers the factor by $1/e$ is

$$\frac{E_g}{4(2S_2)}=\frac{0.73}{4\times10.04}=0.018\ \text{eV}.$$

## (g) What a real contact changes

**Estimate the main corrections to $2S_2=10.04$. Unless stated otherwise, keep the other inputs of (f) fixed.**

*Pinning.* If the Fermi level lies 0.10 eV above the valence edge, $\phi=0.63$ eV. The formula of (d) gives 9.21 for two bands and 13.66 for the triangle. Their ratio is 0.674, above $3\pi/16$. The two-band factor rises by $e^{0.83}\approx2.3$.

*Unequal masses.* A rough light-hole mass of $0.050\,m_0$, with the electron mass kept at $0.040\,m_0$, raises the exponent to 10.58, or by 5%. This estimate adds the same $k^2$ term to both bands. The size depends on that choice: if the same edge masses arise from a split-off band about one gap below the valence edge, as in the three-band Kane model, the exponent is about 10.44, a rise of 4%.

*Image force.* Treated as a rigid downward shift of both bands, the image force lowers the conduction-edge maximum by 0.068 eV, yet raises the exponent to 10.35. Over most of the metal-side half of the path, the shift moves the electron away from the valence edge towards midgap, where $\kappa_2$ is larger. On the far half it lowers $\kappa_2$, but the shift is weaker there. The sign of this correction depends on the treatment. If the image force instead lowers the conduction edge and raises the valence edge by the same amount, with $v$ fixed, the gap narrows and the exponent falls to about 9.6.

*Residual donors.* A density of $10^{17}\ \text{cm}^{-3}$ in the spacer changes the field by 0.017 MV/cm over 14.6 nm. With the field at the metal held at 0.5 MV/cm, the exponent becomes 10.21. Nominally undoped GaSb is usually p-type from native acceptors, and the same density of ionised acceptors changes the exponent the other way, to about 9.88.

*Temperature.* At 300 K, $k_BT=0.0259$ eV. Raising the electron energy lowers $\phi$, and since $S=\int_0^\phi\kappa\,d\varepsilon/(eF)$,

$$\frac{d(2S)}{d\phi}=\frac{2\kappa(\phi)}{eF}.$$

The largest two-band value is $2(0.4377)/0.05=17.5$ per eV, below $1/k_BT=38.7$ per eV. The Boltzmann weight therefore falls faster than the tunnelling factor rises. Averaged over energies above the Fermi level with that weight, the tunnelling factor is 1.20 times its value at the Fermi level. For the triangle the corresponding number is 5.84, because its $\kappa$ is largest at the valence edge, where the two-band $\kappa$ vanishes. The Boltzmann weight is only a rough guide close to the Fermi level: with the Fermi function as weight the two numbers are about 1.26 and 7.5. Cooling also widens the gap. For a rough low-temperature gap of 0.81 eV, with $v$ and $F$ fixed, the exponent scales as $E_g^2$ and becomes 12.36.

*Other valleys and the landing region.* The L valley lies roughly 0.08 eV higher. With a rough mass of $0.144\,m_0$ along [001], a two-band estimate gives an exponent of 22.3 if the valence edge at L is taken level with that of the central valley. The actual valence edge at L is deeper, which raises the exponent further, so the L valley's exponential factor is much smaller. For a landing density of $10^{18}\ \text{cm}^{-3}$, the Fermi energy computed at zero temperature with the central valley alone is 0.082 eV. This is an upper estimate: at 300 K the heavy L valleys take up many of the electrons and lower the Fermi energy. The spacer must then be between 14.6 and about 16.2 nm long, while the tunnelling path remains 14.6 nm. Near zero bias, an electron arriving from the metal's Fermi level lands with at most about 0.08 eV of kinetic energy. Thermal excitation typically adds an energy of order $k_BT$. The total is still too little to create an electron-hole pair, which costs at least $E_g$. This matters because 0.5 MV/cm is well above the bulk breakdown field usually quoted for GaSb, of order 0.05 MV/cm. The argument covers only a thin spacer near zero bias, where the whole potential drop is about $E_g$.

In practice the demanding assumption is the field. It requires a donor sheet of $4.3\times10^{12}\ \text{cm}^{-2}$. Confined to 2 nm, this is about $2\times10^{19}\ \text{cm}^{-3}$, which may exceed the active donor density attainable in n-type GaSb. If the field is uniform but only half as large, the path is twice as long, the exponent doubles to about 20 and the exponential factor is multiplied by about $e^{-10}$, a larger change than any of the corrections to the central-valley exponent above. Halving the sheet density with the spacer unchanged is a different case, because the doped landing region then depletes, supplies part of the field and adds a parabolic tail to the barrier. For a landing density of $10^{18}\ \text{cm}^{-3}$ the exponent becomes about 16 to 17. Near $5\times10^{17}\ \text{cm}^{-3}$ it is about 20, and at lower densities the long tail makes it larger still. Heavy-hole mixing at finite $k_\perp$, phonons, disorder, quantised levels at the sheet and matching to the metal are not estimated here. The exponent near 10 is thus a model value for this field, not a predicted contact resistance. The remaining digits are in the numerical output.

## Table of computed values

```
gap Eg (rough GaSb)              0.73 eV
edge mass m (rough)              0.040 m0
field F                          0.50 MV/cm
relative permittivity (rough)    15.7
edge masses from bands c, v      0.0400, 0.0400 m0
hbar*v                           0.8339 eV nm
tunnelling length Eg/(eF)        14.60 nm
largest kappa, two-band          0.4377 1/nm
largest kappa, triangle          0.8754 1/nm
action S1, triangle              8.521
action S2, two-band              5.019
exponent 2*S1                    17.042
exponent 2*S2                    10.039
S2/S1 by quadrature, 3 cases     0.589049, 0.589049, 0.589049
3*pi/16                          0.589049
ratio if triangle has mass m/2   0.8330
exp(-2*S1)                       3.970e-08
exp(-2*S2)                       4.368e-05
exp(-2*S2)/exp(-2*S1)            1100
Airy/WKB slope of exponent       1.00004
-ln P, k equation | 2*S2 at 0.5 MV/cm  10.038 | 10.039
-ln P, k equation | 2*S2 at 1.0 MV/cm  5.019 | 5.019
-ln P, k equation | 2*S2 at 2.0 MV/cm  2.510 | 2.510
transverse energy tested         0.030 eV
-ln P, k equation | formula      11.686 | 11.689
transverse energy for factor 1/e 0.0182 eV
donor sheet density for F        4.34e+12 cm^-2
pinning above valence edge       0.10 eV
  exponents two-band | triangle  9.211 | 13.663
  their ratio                    0.6742
light-hole mass (rough)          0.050 m0
  exponent, unequal masses       10.582
image-force lowering             0.0677 eV
  exponent with image force      10.348
residual donors in spacer        1.0e+17 cm^-3
  field change over Eg/(eF)      0.0168 MV/cm
  exponent with these donors     10.213
temperature                      300 K
  thermal energy kT              0.02585 eV
  Boltzmann mean gain, two-band  1.199
  Boltzmann mean gain, triangle  5.836
low-temperature gap (rough)      0.81 eV
  exponent, same hbar*v          12.359
L valley above Gamma (rough)     0.08 eV
  L masses long., trans. (rough) 1.30, 0.10 m0
  L mass along [001]             0.144 m0
  L exponent, two-band estimate  22.30
landing electron density         1.0e+18 cm^-3
  Fermi energy above band edge   0.0820 eV
  spacer length (Eg+Fermi)/(eF)  16.24 nm
  Fermi energy / pair energy Eg  0.112
```
